# Permittivity and the Maximum Energy Density of a Linear Dielectric

## Scaling argument

Consider a family of linear insulators whose breakdown field $E_b$ falls with relative permittivity $\varepsilon_r$ as

$$E_b=\frac{C}{\sqrt{\varepsilon_r}}, \tag{1}$$

where $C$ is a field common to the family. Equation (1) is a premise: a rough trend among insulators, not a law of nature. The greatest energy density $u_{\max}$ that such a material can store follows from dimensions, up to a number.

In a linear medium the field $E$ and the displacement $D$ are related by $D=\varepsilon E$, with $\varepsilon=\varepsilon_0\varepsilon_r$. The charging problem therefore contains the permittivity through $\varepsilon$ alone. The breakdown rule can be written in the same variable:

$$\varepsilon E_b^2=\varepsilon_0C^2\equiv K^2. \tag{2}$$

The quantity $K^2$ has the dimension of energy per volume. The available quantities are thus $K^2$, $\varepsilon$ and the film thickness $d$. The unit of $\varepsilon$ is $\mathrm{C^2\,J^{-1}\,m^{-1}}$. It contains electric charge, whereas the units of $K^2$, $d$ and $u_{\max}$ do not, so $\varepsilon$ cannot enter the answer. Nor can $d$, since no power of a length combines with an energy density to give a pure number. Hence

$$u_{\max}=aK^2=a\,\varepsilon_0C^2, \tag{3}$$

with $a$ a pure number. The permittivity has dropped out. It remains to find $a$, and to see what happens when the premises fail.

## Work of charging

Let the dielectric fill a parallel-plate capacitor of area $A$ and thickness $d$. It is homogeneous, isotropic and lossless, and edge fields are neglected. The plates carry free charges $Q$ and $-Q$, and $\sigma=Q/A$. Here $E$ is the macroscopic field, counted positive from the positive plate to the negative one.

Apply Gauss's law to a flat box with one face inside the positive plate and the other in the dielectric. The field vanishes in the metal, so all the flux of $D$ leaves through the second face, and

$$D=\sigma. \tag{4}$$

The voltage is $V=Ed$. Moving a further charge $dQ=A\,dD$ from the negative to the positive plate costs $V\,dQ=Ad\,E\,dD$. Division by the volume $Ad$ gives the work per volume, counted from the uncharged state:

$$u=\int_0^{D}E'\,dD'. \tag{5}$$

If the charging is reversible and takes place at fixed temperature, this is the free energy stored, and the same work is returned on discharge. Equation (5) does not require linearity and will be used again for a nonlinear medium.

For a linear medium $dD'=\varepsilon_0\varepsilon_r\,dE'$, with $\varepsilon_r$ constant during charging. Therefore

$$u=\varepsilon_0\varepsilon_r\int_0^E E'\,dE'=\tfrac12\varepsilon_0\varepsilon_rE^2=\tfrac12ED. \tag{6}$$

The factor one half arises because the first charges are moved against almost no voltage and the last against the full voltage.

A simple model shows where this energy resides. Let there be $N$ bound charges $q$ per volume, each held by a spring of constant $k$ and driven by the macroscopic field. Balance of forces gives a displacement $s=qE/k$, and the polarization is

$$P=Nqs=\frac{Nq^2}{k}E. \tag{7}$$

Since $D=\varepsilon_0E+P=\varepsilon_0\varepsilon_rE$, the polarization is also $P=\varepsilon_0(\varepsilon_r-1)E$. The springs hold the energy density

$$\tfrac12Nks^2=\tfrac12(Nqs)\frac{ks}{q}=\tfrac12PE=\tfrac12\varepsilon_0(\varepsilon_r-1)E^2. \tag{8}$$

Adding the field energy $\tfrac12\varepsilon_0E^2$ recovers (6). In this model a fraction $(\varepsilon_r-1)/\varepsilon_r$ of the energy is held by the displaced charges.

## The maximum

The energy density (6) rises with $E$, so its limit is reached at breakdown. Substitution of (1) gives

$$u_{\max}=\tfrac12\varepsilon_0\varepsilon_rE_b^2
=\tfrac12\varepsilon_0\varepsilon_r\frac{C^2}{\varepsilon_r}
=\tfrac12\varepsilon_0C^2. \tag{9}$$

The number in (3) is $a=\tfrac12$. The displacement at breakdown is

$$D_b=\varepsilon_0\varepsilon_rE_b=\varepsilon_0C\sqrt{\varepsilon_r}. \tag{10}$$

A higher permittivity raises the charge limit by the same factor by which it lowers the field limit. The product $E_bD_b$, and with it the energy, stays fixed.

This is a statement about materials taken to their own breakdown limits. At a fixed field below all those limits, (6) gives $u\propto\varepsilon_r$. At fixed charge per area, $u=D^2/(2\varepsilon_0\varepsilon_r)$ falls with permittivity. Within the premises, $\varepsilon_r$ still sets the operating voltage: at equal thickness the limiting voltage $E_bd$ falls as $\varepsilon_r^{-1/2}$.

The converse also holds. If $u_{\max}$ has the same value $U$ throughout a family of linear dielectrics, the first equality in (9) requires $E_b=\sqrt{2U/(\varepsilon_0\varepsilon_r)}$, which is the inverse square root again. For another power law, anchored so that $E_b=E_a$ at $\varepsilon_r=\varepsilon_a$,

$$E_b=E_a\left(\frac{\varepsilon_r}{\varepsilon_a}\right)^{-n}
\quad\Longrightarrow\quad
u_{\max}=\tfrac12\varepsilon_0\varepsilon_aE_a^2\left(\frac{\varepsilon_r}{\varepsilon_a}\right)^{1-2n}. \tag{11}$$

The exponent is $1-2n$ because one power of $\varepsilon_r$ comes from the energy and $-2n$ powers from the squared field. High permittivity is favoured for $n<\tfrac12$ and low permittivity for $n>\tfrac12$.

## Three films

Take three films, each 10 nm thick, with $\varepsilon_r=4$, 25 and 100. Fix the constant by letting the middle film break down at 4 MV/cm:

$$C=4\sqrt{25}\ \mathrm{MV/cm}=20\ \mathrm{MV/cm}=2\times10^9\ \mathrm{V/m}.$$

Equation (9) then gives

$$u_{\max}=\tfrac12(8.854\times10^{-12})(2\times10^9)^2\ \mathrm{J/m^3}
=1.77\times10^7\ \mathrm{J/m^3}=17.7\ \mathrm{J/cm^3}.$$

The limits of the films are as follows.

| $\varepsilon_r$ | $E_b$ (MV/cm) | $E_bd$ (V) | $D_b$ (μC/cm²) |
|---:|---:|---:|---:|
| 4 | 10 | 10 | 3.54 |
| 25 | 4 | 4 | 8.85 |
| 100 | 2 | 2 | 17.71 |

Because 1 MV/cm times 1 μC/cm² is 1 J/cm³, half the product of the second and fourth columns is the energy density, 17.7 J/cm³ in each row. For the middle film 0.71 J/cm³ is field energy and 17.0 J/cm³ belongs to the bound charges. Its energy per area is 17.7 μJ/cm².

The result is sensitive to the exponent. With $n=0.6$ and the same anchor at $\varepsilon_r=25$, (11) gives 25.5, 17.7 and 13.4 J/cm³ for the three films. A change of 0.1 in $n$ thus produces a ratio of $25^{0.2}=1.9$ between the first and the last.

## Saturation of the polarization

Linearity fails when the bound charges approach the end of their range. A model with this property is

$$P=P_s\tanh x,\qquad x=\frac{\varepsilon_0\chi E}{P_s},\qquad \chi=\varepsilon_r-1, \tag{12}$$

where $P_s$ is the saturation polarization and $\varepsilon_r$ now means the permittivity at low field. For small $x$, $\tanh x\approx x-x^3/3$, so $dP\approx\varepsilon_0\chi(1-x^2)\,dE$. The polarization part of (5) becomes

$$\int E\,dP\approx\varepsilon_0\chi\int_0^E\left[E'-\left(\frac{\varepsilon_0\chi}{P_s}\right)^2E'^3\right]dE'
=\tfrac12\varepsilon_0\chi E^2\left(1-\frac{x^2}{2}\right). \tag{13}$$

The last step uses $\int_0^E E'^3dE'=E^4/4$. Dividing the lost energy by the linear value (6) at the same field gives the fractional loss

$$\delta\approx\frac{\chi}{\varepsilon_r}\frac{x^2}{2}. \tag{14}$$

At breakdown, $x_b=\varepsilon_0C\chi/(P_s\sqrt{\varepsilon_r})$. For $\varepsilon_r\gg1$ this grows as $\sqrt{\varepsilon_r}$, and the loss grows in proportion to $\varepsilon_r$ as long as $x_b$ is small. If $P_s$ is the same for all materials, saturation therefore affects the high-permittivity end first.

Let $P_s=50$ μC/cm². The linear polarization of the middle film at breakdown is $8.85\times24/25=8.50$ μC/cm², so $x_b=0.17$ and (14) gives $\delta\approx1.4\,\%$. Numerical integration of (5) with the full hyperbolic tangent gives losses of 0.11 %, 1.4 % and 5.8 % for the three films, relative to the linear energy at the same breakdown field.

The opposite limit, $x_b\gg1$, follows from integration by parts:

$$\int E\,dP=EP-\int_0^E P\,dE'
=\frac{P_s^2}{\varepsilon_0\chi}\left[x\tanh x-\ln\cosh x\right]. \tag{15}$$

For large $x$, $\tanh x\to1$ and $\ln\cosh x\to x-\ln2$, so the bracket tends to $\ln2$. Adding the field energy at breakdown and replacing $\chi$ by $\varepsilon_r$ gives

$$u_{\max}\to\frac{1}{\varepsilon_r}\left(\tfrac12\varepsilon_0C^2+\frac{P_s^2\ln2}{\varepsilon_0}\right). \tag{16}$$

In this model the energy density eventually falls as $1/\varepsilon_r$. The change of behaviour occurs near $x_b=1$, or $\varepsilon_r\approx(P_s/\varepsilon_0C)^2$. With $\varepsilon_0C=1.77$ μC/cm² this is about 800, well above the permittivities of the three films.

## An antiferroelectric beside the linear benchmark

An antiferroelectric is nonlinear in another way. In an idealized case its polarization jumps up by $\Delta P$ at a field $E_F$ during charging and back down by $\Delta P$ at a lower field $E_A>0$ during discharge. Outside the jumps let it respond linearly with permittivity $\varepsilon_r$. The recovered energy is the integral (5) taken along the discharge branch. The jump occurs at constant field and contributes $E_A\Delta P$, so discharge from a maximum field $E_m>E_F$ returns

$$u_{\mathrm{rec}}=\tfrac12\varepsilon_0\varepsilon_rE_m^2+E_A\Delta P. \tag{17}$$

Charging costs $E_F\Delta P$ for the same jump, and the difference $(E_F-E_A)\Delta P$ is lost as heat in each cycle. At the same $E_m$ and the same background permittivity, the antiferroelectric returns more than the linear dielectric. Equation (9) is therefore a benchmark for such a material and not a bound on it. Whether its breakdown field also obeys (1), and with which permittivity, is a separate question.

## A film with an interface layer

Suppose that a layer of thickness $t_i$ and permittivity $\varepsilon_i<\varepsilon_r$ lies in series with the main part of the film, of thickness $t_f$. With no free charge at their boundary, both parts have the same $D$. If each obeys (1) with the same $C$, their limits are $\varepsilon_0C\sqrt{\varepsilon_i}$ and $\varepsilon_0C\sqrt{\varepsilon_r}$ by (10). The layer of lower permittivity fails first, at $D^2=\varepsilon_0^2C^2\varepsilon_i$.

At that point the energy density is $D^2/(2\varepsilon_0\varepsilon_i)=\tfrac12\varepsilon_0C^2$ in the layer and $D^2/(2\varepsilon_0\varepsilon_r)=\tfrac12\varepsilon_0C^2\,\varepsilon_i/\varepsilon_r$ in the main part. The mean over the whole film is

$$\bar u=\tfrac12\varepsilon_0C^2\;\frac{t_i+t_f\,\varepsilon_i/\varepsilon_r}{t_i+t_f}. \tag{18}$$

Let 1 nm of the middle film be replaced by a layer with $\varepsilon_i=10$. Then

$$\bar u=17.7\,(0.1+0.9\times0.4)\ \mathrm{J/cm^3}=8.1\ \mathrm{J/cm^3}.$$

The charge limit is 5.60 μC/cm², the voltage limit is 2.91 V, and the main part is at 63 % of its own breakdown field. One tenth of the thickness has cost more than half of the energy.

This figure counts the first failure of either part as the failure of the device. If the layer merely became conducting while the voltage stayed at 2.91 V, the remaining 9 nm would carry 3.2 MV/cm, below its limit of 4 MV/cm. A very thin layer may also withstand a higher field than (1) assigns to it. Either circumstance makes (18) pessimistic. The limit $t_i\to0$ shows this: (18) tends to $\varepsilon_i/\varepsilon_r$ times (9), here 7.1 J/cm³, and not to (9) itself, so most of the loss comes from the rule of first failure and not from the thickness of the layer.

## Leakage near breakdown

A capacitor must also hold its charge. Even a defect-free film passes electrons from the negative plate, by tunnelling and by thermal emission over the barrier. Let $W$ be the part of an electron's energy that belongs to motion normal to the plate, measured from the Fermi level. At a distance $z$ into the film, the barrier with its image-force term is

$$U(z)=\phi-eEz-\frac{e^2}{16\pi\varepsilon_0\kappa z}, \tag{19}$$

where $\phi$ is the barrier height and $\kappa$ the optical permittivity. The semiclassical transmission is

$$T(W)=\exp\left[-\frac2\hbar\int_{U>W}\sqrt{2m(U-W)}\,dz\right], \tag{20}$$

with $m$ the tunnelling mass, and $T=1$ above the barrier.

In a free-electron plate the number of states per volume is $2\,d^3k/(2\pi)^3$. The normal velocity satisfies $v_z\,dk_z=dW/\hbar$, and the transverse states give $d^2k_\perp=(2\pi m_e/\hbar^2)\,dE_\perp$. Integrating the Fermi occupation over $E_\perp$ yields $k_BT_0\ln(1+e^{-W/k_BT_0})$ at temperature $T_0$. The current density is therefore

$$J=\frac{em_e}{2\pi^2\hbar^3}\int T(W)\,k_BT_0\ln\left(1+e^{-W/k_BT_0}\right)dW. \tag{21}$$

Equation (21) lets the transmission depend on $W$ alone. If the transverse momentum is conserved and the film has a parabolic band of mass $m<m_e$, transverse motion raises the effective barrier, and (21) overestimates the current. For the values used below the factor is about 2.5, which does not affect the orders of magnitude.

Take $m=0.4\,m_e$, $T_0=300$ K, barriers of 3, 2 and 1 eV, and optical permittivities of 2, 5 and 6 for the films in order of rising $\varepsilon_r$. These are rough model inputs. Numerical integration at the breakdown fields gives currents of about 0.3, $1\times10^{-5}$ and 0.1 A/cm². Held for 0.1 μs at these currents, the films lose roughly 1 %, $10^{-5}$ % and 0.1 % of their charge. The currents depend exponentially on the inputs: with $m=0.3\,m_e$ or $0.5\,m_e$ the current of the middle film becomes $7\times10^{-4}$ or $4\times10^{-7}$ A/cm², although it remains the smallest of the three.

The middle film leaks least, by some four orders of magnitude. The reason is visible without the image term. For $W=0$ the barrier is then a triangle of length $\phi/eE$, and the exponent in (20) is

$$\frac2\hbar\int_0^{\phi/eE}\sqrt{2m(\phi-eEz)}\,dz=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eE}. \tag{22}$$

With $\phi$ in eV and $E$ in MV/cm, $\phi^{3/2}/E$ is 0.52, 0.71 and 0.50 for the three films, largest for the middle one. This ordering follows from the chosen barriers and is not a general consequence of (1). The exponent at $W=0$ gives the ordering but not the full size of the gap: in the film with the 1 eV barrier about 70 % of the current at 300 K comes from electrons with $W>0$, and the current is some five times its low-temperature value.

The ratio $D_b/J$ sets the initial time scale of self-discharge: about 10 μs, 0.7 s and 0.1 ms. The leakage falls steeply as the field drops, so the loss then slows and these are not the times in which the films empty. With the inputs chosen, all three films can serve for pulses of 0.1 μs. Integrating $dD/dt=-J$ from the breakdown field gives losses of about 40 %, 12 % and 54 % of the charge after one second. The figure for the middle film depends strongly on the mass: for $m=0.5\,m_e$ its initial time scale is about 20 s.

## Comparison with a real film

The middle film lies in the regime of a thin CeO₂ film, with a permittivity in the twenties and a breakdown field of a few MV/cm; both values are rough. The field of 4 MV/cm supposes a film of good quality. If the film broke down at 2 MV/cm with the same permittivity, $C$ would be halved and $u_{\max}$ would fall to a quarter, 4.4 J/cm³. Real films depart from the assumption of a homogeneous, lossless layer with one sharp breakdown field. Breakdown fields scatter from sample to sample, so a device is operated below the nominal limit. At 80 % of $E_b$, (6) leaves 64 % of the energy, or 11.3 J/cm³. An interface layer of the kind considered above would reduce the full-field value to 8.1 J/cm³. The leakage of the middle film does not carry over to CeO₂: the barrier of 2 eV is a model input, and the empty 4f states of cerium can make the real barrier smaller. At 4 MV/cm, (21) gives 0.7 A/cm² for a barrier of 1.5 eV and about $10^4$ A/cm² for 1 eV, where $D_b/J$ is about 1 ns. Conduction through defects is absent from (21) and may exceed the calculated leakage by a large factor. All the energy densities refer to the volume of the dielectric alone; electrodes and substrate lower the value for a complete device.
